# Torsional phonons of a cylindrical wire and the dilatational deformation potential

A straight circular cylinder of radius $R$ and axis $z$ is made of a uniform, isotropic, linearly elastic solid with Lamé constants $\lambda,\mu>0$ and mass density $\rho$. Its curved surface is free of traction. Small displacements $\mathbf u$ produce the strain and stress

$$
e_{ij}=\tfrac12(\partial_i u_j+\partial_j u_i),\qquad
\sigma_{ij}=\lambda\,\delta_{ij}\nabla\!\cdot\!\mathbf u+2\mu e_{ij}.
$$

Electrons in the wire feel the lattice through $H_D=D\,\nabla\!\cdot\!\mathbf u(\mathbf r)$, with a constant $D$. This potential responds to the local relative change of volume, called the dilatation. The algebra uses atomic units, $\hbar=m_e=1$; $\hbar$ is restored for numbers.

A torsional mode has the form

$$
\mathbf u=f(r)\,e^{i(qz-\omega t)}\,\hat{\boldsymbol\theta},\qquad q>0,
$$

so that each circle about the axis turns in its own plane. The word "lowest" below refers to this family of modes, not to all phonons of the wire.

## (a) The equation for a torsional mode

**Find the dilatation of a torsional mode, the differential equation for $f$, and the condition on $f$ at the surface.**

**Solution.** In cylindrical coordinates

$$
\nabla\!\cdot\!\mathbf u=\frac1r\partial_r(ru_r)+\frac1r\partial_\theta u_\theta+\partial_z u_z .
$$

Here $u_r=u_z=0$ and $u_\theta$ does not depend on $\theta$, so $\nabla\!\cdot\!\mathbf u=0$ at every point, for any $f$. Material slides along circles without piling up.

Newton's law is $\rho\ddot u_i=\partial_j\sigma_{ij}$. Inserting the stress,

$$
\rho\ddot{\mathbf u}=(\lambda+\mu)\nabla(\nabla\!\cdot\!\mathbf u)+\mu\nabla^2\mathbf u .
$$

The first term on the right vanishes. In the second, the unit vector itself varies: $\partial_\theta^2\hat{\boldsymbol\theta}=-\hat{\boldsymbol\theta}$, which adds $-f/r^2$ to the scalar Laplacian. With $\ddot{\mathbf u}=-\omega^2\mathbf u$,

$$
-\rho\omega^2 f=\mu\left(f''+\frac{f'}r-\frac f{r^2}-q^2f\right).
$$

Define $c_t=\sqrt{\mu/\rho}$, the speed of shear waves in the bulk solid, and $k^2=\omega^2/c_t^2-q^2$. Then

$$
f''+\frac{f'}r-\frac f{r^2}+k^2f=0. \tag{1}
$$

For the surface, write $\mathbf u\propto h(r)(-y,x,0)$ with $h=f/r$. At a point on the $x$ axis, where $r=x$ and $y=0$, the radial and tangential directions are $x$ and $y$. There

$$
e_{xx}=-\frac{xy}{r}h'=0,\qquad
e_{xy}=\frac{x^2-y^2}{2r}h'=\frac r2h'=\frac12\left(f'-\frac fr\right).
$$

Rotational symmetry carries this to every angle. The normal traction is zero because both the dilatation and $e_{rr}$ vanish. The axial traction is zero because $u_r=u_z=0$ gives $e_{rz}=0$. The remaining condition is

$$
f'(R)-\frac{f(R)}R=0. \tag{2}
$$

## (b) The lowest branch

**Find the torsional mode of lowest frequency at given $q$, show that no other torsional mode lies below it, and find its velocity.**

**Solution.** Multiply (1) by $rf^*$ and integrate from $0$ to $R$. Since $rf''+f'=(rf')'$, integration by parts gives

$$
Rf^*(R)f'(R)-\int_0^R\!\left(r|f'|^2+\frac{|f|^2}{r}\right)dr+k^2\!\int_0^R r|f|^2dr=0 .
$$

By (2) the boundary term is $|f(R)|^2$. A regular displacement has $f(0)=0$, so

$$
\int_0^R r\left|f'-\frac fr\right|^2dr
=\int_0^R\!\left(r|f'|^2+\frac{|f|^2}{r}\right)dr-|f(R)|^2,
$$

because the cross terms are the derivative of $|f|^2$. Comparing the two lines,

$$
k^2\int_0^R r|f|^2dr=\int_0^R r\left|f'-\frac fr\right|^2dr\ \ge 0. \tag{3}
$$

Thus $k^2$ is real and not negative, and $\omega\ge c_tq$. Equality requires $f'=f/r$ throughout the wire, whose solution is $f\propto r$. This function satisfies (1) with $k=0$, since $1/r-r/r^2=0$, and it satisfies (2). The lower bound is therefore reached:

$$
\boxed{\;f\propto r,\qquad \omega=c_tq,\qquad c_t=\sqrt{\mu/\rho}\;}
$$

The phase velocity $\omega/q$ and the group velocity $d\omega/dq$ both equal the bulk shear velocity, whatever the ratio of wavelength to radius.

The mechanics is simple. Each cross-section turns rigidly through an angle $\varphi(z,t)$. With $I_p=\int r^2dA=\pi R^4/2$, the torque is $\mu I_p\partial_z\varphi$ and the angular momentum per length is $\rho I_p\partial_t\varphi$. Their balance, $\rho I_p\partial_t^2\varphi=\mu I_p\partial_z^2\varphi$, does not contain the radius once $I_p$ is cancelled.

For $k>0$ the solution of (1) that is regular on the axis is $J_1(kr)$. Because $J_1'(s)-J_1(s)/s=-J_2(s)$, condition (2) becomes $J_2(kR)=0$. The other branches are

$$
\omega_n=c_t\sqrt{q^2+j_{2,n}^2/R^2},
$$

where $j_{2,n}$ is the $n$th positive zero of $J_2$. They have a finite frequency at $q=0$ that grows as the wire is made thinner. In a thick wire, $qR\gg j_{2,n}$, they approach $c_tq$ from above.

## (c) Coupling to electrons

**Quantize the lowest branch in a wire of length $L$ with periodic ends, and find its matrix elements in $H_D$ between arbitrary electron states.**

**Solution.** Let

$$
\mathbf u=\sum_q A_q\left[\mathbf w\,e^{iqz}b_q+\text{h.c.}\right],\qquad
\int|\mathbf w|^2dA=1,\qquad
\mathbf w=\frac{r\,\hat{\boldsymbol\theta}}{\sqrt{I_p}} .
$$

To fix $A_q$, replace $b_q$ by a classical amplitude $\beta e^{-i\omega t}$. In the integral of $|\dot{\mathbf u}|^2$ over the wire, terms with $e^{\pm2iqz}$ average to zero and two equal terms survive. The kinetic energy is then

$$
\tfrac12\rho\cdot2A_q^2\omega^2|\beta|^2L=\rho L\omega^2A_q^2|\beta|^2 .
$$

A harmonic mode has equal mean kinetic and elastic energies, so the total is twice this. It must equal $\omega|\beta|^2$, which gives $A_q=(2\rho L\omega)^{-1/2}$.

For absorption of one phonon from a state with $n_q$ phonons,

$$
\langle f,n_q-1|H_D|i,n_q\rangle
=DA_q\sqrt{n_q}\int\psi_f^*\,\nabla\!\cdot\!\left(\mathbf w e^{iqz}\right)\psi_i\,d^3r=0 .
$$

The factor between the wave functions is zero at every point, by part (a). The integral therefore vanishes within a subband and between subbands, for any confining potential. The reason is not a selection rule that a lower electronic symmetry could lift: $b_q$ and $b_q^\dagger$ are simply absent from $H_D$. The same holds for the higher torsional branches.

## (d) A twist of finite angle

**The dilatation $\nabla\!\cdot\!\mathbf u$ is of first order in the displacement. Does a finite twist change the local volume, or move the confining surface?**

**Solution.** Rotate each plane through $\varphi(z)$:

$$
x'=x\cos\varphi-y\sin\varphi,\quad y'=x\sin\varphi+y\cos\varphi,\quad z'=z .
$$

The last row of the Jacobian matrix is $(0,0,1)$, so the derivatives of $\varphi$ drop out of the determinant. What remains is $\cos^2\varphi+\sin^2\varphi=1$. The volume is unchanged at any angle. Each point also keeps its distance from the axis, so the curved surface maps onto itself and a hard wall there does not move.

If the linearized displacement $\varphi(-y,x,0)$ is used at finite angle, the determinant is instead $1-(-\varphi)(\varphi)=1+\varphi^2$. A step along the tangent lengthens the radius by the factor $\sqrt{1+\varphi^2}$. This apparent swelling comes from the truncation and would be a false second-order coupling. The result concerns the geometry of a pure twist; nonlinear elasticity could mix other motions into the wave.

## (e) A coupling that survives

**In a many-valley semiconductor, a valley along the unit vector $\mathbf n$ also has the energy shift $\Xi_u\,\mathbf n\cdot e\cdot\mathbf n$. Take $\mathbf n=(\sin\alpha,0,\cos\alpha)$. Find the coupling between the two lowest subband levels of a hard-wall wire with a single isotropic mass.**

**Solution.** The mode has $w_x=-y/\sqrt{I_p}$ and $w_y=x/\sqrt{I_p}$. Hence $e_{xx}=e_{zz}=0$, while $e_{xz}=\frac12iqw_x$. With the factor $e^{iqz}$ left out,

$$
\mathbf n\cdot e\cdot\mathbf n=2n_xn_ze_{xz}
=-\frac{iq\sin\alpha\cos\alpha}{\sqrt{I_p}}\,y .
$$

This is odd in $y$, so its average in the ground level $\psi_0$ is zero. It links $\psi_0$ to the first excited level $\psi_1\propto\sin\theta$ through $Y=\langle\psi_1|y|\psi_0\rangle$.

Let $a$ and $b$ be the first positive zeros of $J_0$ and $J_1$. Then

$$
\psi_0=\frac{J_0(ar/R)}{\sqrt\pi R\,J_1(a)},\qquad
\psi_1=\frac{\sqrt2\,J_1(br/R)\sin\theta}{\sqrt\pi R\,|J_0(b)|},
$$

with $\nabla^2\psi_0=-(a/R)^2\psi_0$ and $\nabla^2\psi_1=-(b/R)^2\psi_1$ in the cross-section. Put $\Delta=(b^2-a^2)/R^2$ and $G=\int\psi_1\partial_y\psi_0\,dA$.

First apply Green's identity to $\psi_1$ and $y\psi_0$. Both vanish at the wall, and $\nabla^2(y\psi_0)=-(a/R)^2y\psi_0+2\partial_y\psi_0$, so

$$
\Delta\,Y+2G=0 .
$$

Next apply it to $\psi_1$ and $g=\partial_y\psi_0$. The function $g$ obeys the same equation as $\psi_0$ but does not vanish at the wall:

$$
\Delta\,G=-\oint g\,\partial_r\psi_1\,ds .
$$

At $r=R$, $J_0'=-J_1$ gives $g=-a\sin\theta/(\sqrt\pi R^2)$. Since $J_1'(b)=J_0(b)<0$, $\partial_r\psi_1=-\sqrt2\,b\sin\theta/(\sqrt\pi R^2)$. With $\oint\sin^2\theta\,ds=\pi R$, the contour integral is $\sqrt2ab/R^3$. Therefore $G=-\sqrt2ab/(R^3\Delta)$ and

$$
Y=-\frac{2G}{\Delta}=\frac{2\sqrt2\,ab}{(b^2-a^2)^2}\,R .
$$

The magnitude of the absorption matrix element is

$$
M_{\rm sh}=\Xi_u\,\varphi_T\,q\,|\sin\alpha\cos\alpha|\,Y,\qquad
\varphi_T=\frac{A_q\sqrt{n_q}}{\sqrt{I_p}} . \tag{4}
$$

It vanishes for a valley along the axis or across it, and is largest at $45^\circ$.

## (f) Numbers for a thin wire

**Take rough values in the regime of a silicon nanowire: $\lambda=55$ GPa, $\mu=65$ GPa, $\rho=2.3$ g/cm³, $R=5$ nm, $L=100$ nm, phonon wavelength 25 nm, $T=300$ K, $D=\Xi_u=9$ eV, $\alpha=45^\circ$ and electron mass $0.3\,m_e$. Compare the torsional and axial phonons at this wavelength.**

**Solution.** In these units $\sqrt{\text{GPa}/(\text{g/cm}^3)}$ is 1 km/s, so

$$
c_t=\sqrt{65/2.3}=5.316\ \text{km/s},\qquad
\hbar c_t=0.003499\ \text{eV nm}=0.03499\ \text{eV Å}.
$$

With $q=2\pi/25=0.2513$ nm⁻¹, the phonon energy is $0.003499\times0.2513=0.000879$ eV. This is far below the thermal energy, 0.0259 eV, and the Bose occupation is $n_q=28.9$.

A separate Ritz calculation used the full elastic energy with polynomial trial functions for all three displacement components, without assuming torsion. It also gave 5.316 km/s. For the second torsional branch it gave 0.003700 eV, as does the Bessel formula. The lowest flexural phonon lies at 0.000575 eV, below the torsional one, which is why "lowest" had to be qualified.

For the amplitude, $\rho\omega^2=\mu q^2$ turns the definition in (4) into

$$
\varphi_T^2=\frac{\hbar\omega\,n_q}{2\mu LI_pq^2}.
$$

Here $I_p=\pi5^4/2=982$ nm⁴ and $\mu=65\times6.2415=405.7$ eV/nm³. Thus

$$
\varphi_T=\left[\frac{0.000879\times28.9}{2\times405.7\times100\times982\times0.2513^2}\right]^{1/2}
=7.11\times10^{-5}\ \text{rad}.
$$

The dipole is $Y=1.646$ nm, and

$$
M_{\rm sh}=9\times7.11\times10^{-5}\times0.2513\times\tfrac12\times1.646
=1.3\times10^{-4}\ \text{eV}.
$$

The axial phonon, through $D$ and within the ground subband, also has a matrix element of $1.3\times10^{-4}$ eV. The torsional phonon has none through $D$; the computed value is at rounding level. In the tilted valley $\Xi_u$ also acts on the axial phonon: within the ground subband it adds $1.3\times10^{-4}$ eV in phase, for a total of $2.6\times10^{-4}$ eV. For these parameters the torsional matrix element is thus about half the axial one. This ratio depends on the size and sign of $D$, which is only a round value here. With $D=1$ eV and the same $\Xi_u$ the two elements agree within about 10%, and with $D=-9$ eV the two axial parts nearly cancel. A vanishing dilatational coupling therefore does not by itself make torsion negligible in such a valley.

The shear coupling must, however, bridge a subband gap. For the chosen mass the gap is 0.045 eV. Energy and axial momentum must both balance. If an electron of axial wavenumber $k$ and mass $m$ in the ground subband absorbs the phonon and crosses the gap $E_g$, then

$$
\frac{\hbar^2k^2}{2m}+\hbar\omega=E_g+\frac{\hbar^2(k+q)^2}{2m},
\qquad\text{so}\qquad
k=-\frac{m(E_g-\hbar\omega)}{\hbar^2q}-\frac q2 .
$$

This gives $k=-0.82$ nm⁻¹, an axial kinetic energy of 0.085 eV, about three times the thermal energy. With a mass of $0.9\,m_e$ the gap falls to 0.015 eV and the required kinetic energy to 0.027 eV, close to the thermal energy, so this restriction depends strongly on the effective mass. It also depends on the wavelength: these values hold for the chosen $q$ only. Over all $q$ the required kinetic energy is smallest near $q=0.6$ nm⁻¹, where it is 0.043 eV for $0.3\,m_e$ and 0.013 eV for $0.9\,m_e$, just under the gap.

## (g) Crystals, other sections and coatings

**Which of the two results, the bulk speed and the zero dilatation, survives when the wire is crystalline, square or coated? Keep $q$ fixed.**

**Solution.** In a cubic crystal with its [001] direction along the wire, the twist gives $\sigma_{xz}=C_{44}\partial_zu_x$ and $\sigma_{yz}=C_{44}\partial_zu_y$, and no other stress. The surface traction is proportional to $x(-y)+y(x)=0$. Both results survive with $\mu$ replaced by $C_{44}$. For $C_{44}=80$ GPa the speed is $\sqrt{80/2.3}=5.90$ km/s, 11% above the isotropic value.

A [110] wire with $C_{11}=166$, $C_{12}=64$ and $C_{44}=80$ GPa has two unequal shear stiffnesses, and its sections warp. The Ritz speed is 5.23 km/s, 1.7% below the isotropic value. Define the dilatation ratio as the rms of $\nabla\!\cdot\!\mathbf u$ divided by $q$ times the rms displacement. It is now 0.036, against 0.354 for the axial phonon of the isotropic wire. An isotropic square wire of equal area, side 8.86 nm, has speed 4.88 km/s, 8% below $c_t$, and ratio 0.021.

In both cases a mirror plane through the axis reverses the twist, so the dilatation is odd under that mirror. A ground-state density that is even averages it to zero. Coupling through $D$ can then appear between subbands. Here it is a selection rule, unlike in part (c).

A concentric isotropic coating keeps the motion torsional and free of dilatation, since part (a) needs no uniformity in $r$ for that. The speed changes unless the coating has the same ratio of shear modulus to density as the wire. The lowest branch minimizes the ratio of elastic to inertial terms, so the trial motion $f=r$ bounds it from above:

$$
\frac{\omega^2}{q^2}\le\frac{\mu I_p+\mu_sI_s}{\rho I_p+\rho_sI_s},
$$

where $s$ labels the shell. A 1 nm oxide-like shell with $\mu_s=30$ GPa and $\rho_s=2.2$ g/cm³ has $I_s=\pi(6^4-5^4)/2=1054$ nm⁴. The bound is 4.57 km/s and the Ritz speed 4.55 km/s, 14% below that of the bare wire.

Two further omissions are small here. If the effective mass is anisotropic across the wire, with values $m_1$ and $m_2$, a rotation by $\varphi$ adds $\varphi(1/m_1-1/m_2)k_xk_y$ to the kinetic energy at first order. For 0.2 and $0.9\,m_e$, with isotropic trial states, the matrix element from the ground level to the $\sin2\theta$ level is $7\times10^{-7}$ eV. If the mass axes are assumed to follow the local rotation of the lattice, the variation of $\varphi$ along $z$ adds terms of order $10^{-6}$ eV for axial wavenumbers near 0.7 nm⁻¹, and a valley tilted at $45^\circ$ has terms of a few times $10^{-6}$ eV. All are small beside the shear coupling of part (f). Lattice discreteness, estimated from a chain of period 0.4 nm, lowers the phase speed by the factor $\sin(0.2q)/(0.2q)$ with $q$ in nm⁻¹, a change of 0.04%.

Beside a real silicon device, the radius and stiffnesses are of the right rough size, but a length of 100 nm is long for a modern transistor channel. At fixed $q$ and temperature the matrix elements scale as $L^{-1/2}$. Silicon breaks the premise of a purely dilatational potential, but the effect on torsion depends on the wire direction. Its valleys lie along the cubic axes, so in a [001] wire each one is along or across the wire and (4) vanishes. This does not remove every coupling to torsion: in silicon, shear strain mixes two nearby conduction bands and so changes the transverse mass of a valley at first order, an effect left out of the model here. For the valleys across a [001] wire, a rough two-band estimate with isotropic trial states gives elements of about $5\times10^{-5}$ eV at axial wavenumbers near 0.7 nm⁻¹, growing in proportion to the wavenumber, which is not negligible. They link the ground level to the $\sin2\theta$ level and the two first excited levels to each other, not the ground level to the first excited one. The transition to the $\sin2\theta$ level crosses a larger gap, 0.105 eV for mass $0.3\,m_e$, and at the chosen $q$ needs $|k|\approx1.75$ nm⁻¹. In a [110] wire four of the six valleys are at $45^\circ$; there the cubic constants above, with the same single electron mass, give $1.6\times10^{-4}$ eV in place of the isotropic $1.3\times10^{-4}$ eV. An oxide breaks the premise of a bare surface and, in the example, moves the speed by 14%. A fin joined to its substrate along its length is not free to twist as a whole; neither result should be carried over to it without a new calculation. The numerical output below lists the inputs and most of the computed values.

## Numbers as computed

```
Lame constants lambda, mu: 55, 65 GPa
density: 2.3 g/cm3
radius, length, wavelength: 5, 100, 25 nm
temperature: 300 K; thermal energy: 0.0259 eV
dilatational potential D: 9 eV; valley shear Xi_u: 9 eV
electron mass for subbands: 0.3 m_e
wavenumber q: 0.2513 1/nm; q*R: 1.257
bulk shear speed from mu and rho: 5.3161 km/s
torsional speed from Ritz modes: 5.3161 km/s
slope hbar*c_t: 0.003499 eV nm = 0.03499 eV A
torsional phonon energy: 0.000879 eV
second torsional energy, formula: 0.003700 eV
second torsional energy, Ritz: 0.003700 eV
lowest flexural energy: 0.000575 eV
axial phonon energy: 0.001338 eV
torsional phonon occupation: 28.90
torsional dilatation ratio (rounding): 1.2e-14
axial dilatation ratio: 0.3538
largest torsional D matrix element (rounding): 2.2e-18 eV
axial D matrix element, ground subband: 1.289e-04 eV
thermal twist amplitude: 7.107e-05 rad
electron dipole between lowest subbands: 1.6456 nm
valley shear, ground to first excited: 1.323e-04 eV
valley shear within ground (rounding): 1.1e-17 eV
subband gap at mass 0.3 m_e: 0.0452 eV
subband gap at mass 0.9 m_e: 0.0151 eV
masses for rotation: 0.2, 0.9 m_e
mass-rotation matrix element: 7.145e-07 eV
cubic C11, C12, C44: 166, 64, 80 GPa
[001] wire torsional speed: 5.8977 km/s
[110] wire torsional speed: 5.2261 km/s
[110] wire dilatation ratio: 0.0364
square side of equal area: 8.862 nm
square wire torsional speed: 4.8794 km/s
square wire dilatation ratio: 0.0215
coating thickness: 1 nm
coating lambda, mu: 15, 30 GPa
coating density: 2.2 g/cm3
coated wire torsional speed: 4.554 km/s
coated wire rigid-twist bound: 4.566 km/s
lattice period for chain estimate: 0.4 nm
chain estimate of speed reduction: 0.042 percent
```
